X4 and X1 levels of diamond structure from six plane waves

**1. Definitions and conventions**

The crystal has diamond structure with cube edge a. An electron without spin moves in a local potential, the sum of identical spherical atomic pseudopotentials v(r). The origin is at the midpoint of a bond, so the two atoms of the primitive cell sit at +τ and −τ, with

τ = (a/8)(1, 1, 1).

Wave vectors are written in units of 2π/a. A reciprocal lattice vector G = (h, k, l) has integer components that are all even or all odd. The X point is (0, 0, 1). A plane wave at X has wave vector q = (0, 0, 1) + G and kinetic energy T|q|², where

T = ħ²(2π/a)²/(2m).

The primitive cell has volume Ω = a³/4. Writing v(G) for the integral of v(r) exp(−iG·r) over all space, the Fourier component of the crystal potential is

V(G) = (1/Ω) v(G) [exp(−iG·τ) + exp(iG·τ)] = V_S(G) cos(G·τ),

V_S(G) = 2v(G)/Ω = (8/a³) v(G).

Since v is spherical, the form factor V_S is real and depends on |G| alone. V3, V8 and V11 are its values at |G|² = 3, 8 and 11. The phase is G·τ = (2π/a)(a/8)(h+k+l), so

V(hkl) = V_S cos[π(h+k+l)/4].

The average potential V(0) is set to zero, which fixes the zero of energy. The Hamiltonian matrix has T|q|² on the diagonal and V(q−q′) elsewhere.

**2. Simplest case: no potential**

If G is all even, q has the parities (even, even, odd). The smallest such vectors are (0, 0, ±1), with |q|² = 1, and the next have |q|² = 5. If G is all odd, q has the parities (odd, odd, even). The smallest are (±1, ±1, 0), with |q|² = 2, and the next have |q|² = 6. The two lowest shells therefore hold six waves:

p = (0, 0, 1), m = (0, 0, −1), at energy T

a = (1, 1, 0), b = (−1, −1, 0), c = (1, −1, 0), d = (−1, 1, 0), at energy 2T

As wave labels, a to d should not be confused with the cube edge. The model keeps these six waves and drops the rest, the nearest of which lie at 5T. This truncation is the main approximation, and its cost is measured in section 8.

**3. First generalization: V8 alone**

Let V3 = 0 for the moment. Within the upper shell, two kinds of difference vector occur.

- a − b = (2, 2, 0) has h+k+l = 4, and cos π = −1, so V(a−b) = −V8.
- c − d = (2, −2, 0) has h+k+l = 0, and cos 0 = 1, so V(c−d) = +V8.
- a − c = (0, 2, 0) and its relatives have h+k+l = ±2, and cos(π/2) = 0, so there is no coupling.

The difference p − m = (0, 0, 2) also gives zero, for the same reason as the last case. The potential thus acts in two separate pairs. A pair with equal diagonal elements 2T and coupling g has the levels 2T + g for the sum and 2T − g for the difference. With g = −V8 for (a, b) and g = +V8 for (c, d),

(a+b)/√2 and (c−d)/√2 have energy 2T − V8,

(a−b)/√2 and (c+d)/√2 have energy 2T + V8.

The four waves split into two doublets, while p and m stay at T. As V8 goes to zero, the four levels merge again at 2T, as they must.

**4. Second generalization: V3 switched on**

V3 couples the two shells. The required cosines have h+k+l = ±1, giving +1/√2, or ±3, giving −1/√2. The eight differences are

p − a = (−1, −1, 1), sum −1, sign +

p − b = (1, 1, 1), sum 3, sign −

p − c = (−1, 1, 1), sum 1, sign +

p − d = (1, −1, 1), sum 1, sign +

m − a = (−1, −1, −1), sum −3, sign −

m − b = (1, 1, −1), sum 1, sign +

m − c = (−1, 1, −1), sum −1, sign +

m − d = (1, −1, −1), sum −1, sign +

With s = V3/√2 and the order p, m, a, b, c, d, the full matrix has the rows

p: T, 0, s, −s, s, s

m: 0, T, −s, s, s, s

a: s, −s, 2T, −V8, 0, 0

b: −s, s, −V8, 2T, 0, 0

c: s, s, 0, 0, 2T, V8

d: s, s, 0, 0, V8, 2T

Now take the combinations found in section 3. The coupling of p to (a+b)/√2 is (s − s)/√2 = 0, and that of m is (−s + s)/√2 = 0. The coupling of either p or m to (c−d)/√2 is (s − s)/√2 = 0. This doublet is therefore untouched by V3:

E(X4) = 2T − V8.

For the other two combinations, use the sum and difference of p and m. The factor 1/2 below is the product of two normalizations 1/√2:

⟨(p+m)/√2 | H | (c+d)/√2⟩ = (1/2)(s + s + s + s) = 2s = √2 V3,

⟨(p−m)/√2 | H | (a−b)/√2⟩ = (1/2)(s + s + s + s) = 2s = √2 V3.

In the second line the four terms are p with a (s), p with −b (−(−s) = s), −m with a (−(−s) = s), and −m with −b (s). The cross terms vanish: p+m with a−b gives (1/2)(s + s − s − s) = 0, and p−m with c+d gives (1/2)(s + s − s − s) = 0. The remaining four-dimensional problem is thus two copies of

[ T, √2 V3 ]
[ √2 V3, 2T + V8 ]

whose levels satisfy (E − T)(E − 2T − V8) = 2V3². Solving the quadratic, with half the sum of the diagonal elements equal to (3T+V8)/2 and half their difference equal to (T+V8)/2,

E±(X1) = (3T + V8)/2 ± √{ [(T + V8)/2]² + 2V3² }.

Each root occurs twice. Only V3² enters, so within these six waves the sign of V3 does not affect the levels. In a larger basis its sign relative to V11 matters: with the parameters of section 8, reversing V3 alone changes the converged separation E+(X1) − E(X4) from 3.98 to 1.39 eV.

Limit of weak coupling. For T + V8 > 0 and |V3| much smaller than T + V8, expanding the root gives

E+ ≈ 2T + V8 + 2V3²/(T + V8), E− ≈ T − 2V3²/(T + V8).

The levels of section 3 return at V3 = 0, and the leading correction is the repulsion of second-order perturbation theory.

A test with a different construction. Place at each atom the potential −5 exp[−r²/(2w₁²)] + 6 exp[−r²/(2w₂²)] Ry, with w₁ = 0.12 and w₂ = 0.08 cube edges, and take T = 0.375 Ry. The crystal potential was summed in real space with the origin on an atom, which makes the matrix complex, and then Fourier transformed. Diagonalization gave doublets at 0.2305, 0.7211 and 0.9234 Ry. Radial integration of the atomic potential gave V3 = −0.1991 Ry and V8 = 0.0289 Ry. With these values the formulas reproduce the levels to rounding error. The middle one, for instance, is 0.7500 − 0.0289 = 0.7211 Ry.

**5. Why the levels separate and why they are double**

A half turn about the z direction through the atom at −τ leaves the crystal unchanged. It takes (x, y, z) to (−x − a/4, −y − a/4, z), where a is again the cube edge. A plane wave q becomes the wave (−qx, −qy, qz) multiplied by exp[−iπ(qx+qy)/2]. Hence

p → p, m → m, a → −b, b → −a, c → d, d → c.

The combinations a+b and c−d change sign, while p, m, a−b and c+d do not. States of opposite sign cannot mix, which explains why V3 leaves X4 untouched. This holds in any larger basis with the same symmetry. There X4 can still be moved by further waves that are odd under the half turn.

There is a direct physical reading. In the six-wave model the X4 functions are proportional to cos[2π(x+y)/a] and sin[2π(x−y)/a]. At the atoms, x+y = ±a/4 and x−y = 0, so both functions vanish there. They have no s-like amplitude on either atom.

Inversion about the bond midpoint exchanges p with m, a with b, and c with d. It separates the two X1 blocks. Their equality follows from a fourfold rotation combined with inversion about the atom at −τ:

S: (x, y, z) → (y, −x − a/4, −z − a/4).

S maps the four bonds of that atom into one another and leaves the crystal unchanged. Acting on the wave q, it gives the phase exp[−iπ(qy+qz)/2] and the new wave vector (−qy, qx, −qz). Acting on −q, it gives the conjugate phase and the opposite wave vector. If I denotes the inversion, the products SI and IS applied to q therefore differ by the factor exp[iπ(qy+qz)]. At X the sum qy+qz is odd for both parity classes of section 2, so

SI = −IS.

If ψ has inversion parity η, then I(Sψ) = −S(Iψ) = −η Sψ. The state Sψ has the same energy and the opposite parity, so it is a different state. Every spinless level at X is at least doubly degenerate.

The names follow from how the doublets transform. The half turn has trace +2 in each X1 doublet and −2 in X4. The mirror x ↔ y exchanges c and d and fixes the other four waves, so its trace is +2 in X1 and 0 in X4. The twofold axis (x, y, z) → (−y, −x, −z) exchanges p with m and a with b, and fixes c and d. Its trace is 0 in X1 and +2 in X4. These are the representations that the labels denote here.

**6. Order of the levels**

Let f(E) = (E − T)(E − 2T − V8) − 2V3². This function is negative exactly between the two X1 levels. At the X4 energy,

f(2T − V8) = (T − V8)(−2V8) − 2V3² = −2[V3² + V8(T − V8)].

Thus X4 lies between the X1 levels if and only if

V3² + V8(T − V8) > 0.

For 0 < V8 < T this holds for any V3. It can fail, at small |V3|, for negative V8, where X4 rises above both X1 levels, and for V8 > T, where X4 falls below both. At V3 = 0 and slightly negative V8, X4 is at 2T + |V8| and the upper X1 level is at 2T − |V8|, so the order is reversed. With four valence bands filled in order of energy at X, the usual filling of a diamond-structure semiconductor, the two lowest doublets are occupied. When the condition holds, the separation of the highest filled and lowest empty levels at X is E+(X1) − E(X4).

**7. A small step away from X**

Let the wave vector be (0, 0, 1+κ). The kinetic energy of each wave becomes T(|q|² + 2κqz + κ²). The last term shifts all levels alike, and the linear term acts on p and m alone, where qz = ±1. In an X1 doublet let w be the total weight of p and m. From the first row of the 2×2 matrix, the amplitude ratio of the upper-shell part to the lower-shell part is (E − T)/(√2 V3), so

w = 2V3² / [2V3² + (E − T)²].

The two partners contain (p+m)/√2 and (p−m)/√2 with the same amplitude. The expectation value of qz vanishes in each, and its matrix element between them is w(1+1)/2 = w. The doublet therefore splits as

δE = ±2Twκ.

The X4 doublet contains neither p nor m and has no linear term. If V3 is not zero, w > 0 in the upper X1 doublet, so one branch descends on leaving X. In this model a conduction minimum along the line from Γ to X cannot lie at X when X1 is the lowest empty level there. For V3 = 0 the argument fails, because the upper doublet then has w = 0.

**8. Numbers for a silicon-like crystal**

Take a = 0.543 nm, V3 = −2.9 eV and V8 = 0.5 eV, with V11 = 1.1 eV and all higher form factors set to zero for the larger calculations. The form factors are rough values typical of silicon. V11 does not enter the six-wave matrix, whose largest |G|² is 8. Then

T = 5.101 eV, 2T + V8 = 10.703 eV, √2 V3 = −4.101 eV,

E(X4) = 10.203 − 0.500 = 9.703 eV,

E±(X1) = 7.902 ± √(2.801² + 4.101²) = 7.902 ± 4.966 eV,

that is, 2.936 eV and 12.868 eV. The ordering quantity is 8.41 + 0.5 × 4.601 = 10.71 eV², which is positive. The separation at X is

E+(X1) − E(X4) = 3.17 eV.

The coupling is not weak. Second-order theory would raise the upper level by 16.82/5.601 = 3.00 eV, whereas the 2×2 matrix raises it by 12.868 − 10.703 = 2.17 eV. The weights w are 0.782 in the lower X1 doublet and 0.218 in the upper one. The upper slope is 2Tw = 10.203 × 0.218 = 2.22 eV per unit κ; in the converged basis described below it is 1.81 eV per unit κ.

Adding plane waves at fixed form factors changes the separation as follows:

- 6 waves: 3.17 eV
- 14 waves: 4.46 eV
- 22 waves: 4.11 eV
- 40 waves: 3.90 eV
- 254 waves: 3.98 eV

The six-wave separation is 0.82 eV, or 21 %, below the converged one. The approach is not monotonic. A larger basis cannot raise any level counted from the bottom, but it lowers the levels by different amounts. The shell at 5T lowers X4 by 1.82 eV and the upper X1 level by 0.52 eV. V11 matters as well: setting it to zero in the converged basis reduces the separation from 3.98 to 2.70 eV. For these parameters the six-wave formulas thus give the right order and symmetry of the levels, but compared with the converged basis their energies are too high by 0.88 eV for the lower X1 level, 2.27 eV for X4 and 1.45 eV for the upper X1 level.

**9. Beside real silicon**

The lattice constant and form factors are in the range of silicon, but the potential remains an empirical local one. In the converged basis the lowest conduction energy on the line from Γ to X falls at 0.85 of the way, on a grid of step 0.025, and lies 0.13 eV below the X1 level. The indirect gap of the model is 0.89 eV, against roughly 1.1 eV in real silicon. The 3.98 eV at X is a vertical separation and should not be read as the gap.

A device at 300 K breaks the assumption of a static lattice. For a rough mean square displacement of 6 × 10⁻⁵ nm² along each axis, zero-point motion included, vibrational smearing multiplies V3 by 0.988 and V8 by 0.968. In the six-wave model this lowers the separation by 69 meV. In the converged basis, with V11 smeared in the same way, the reduction is about 113 meV. This smearing is one part of the electron-phonon shift; the part due to virtual phonon scattering is left out. Expansion for a further temperature rise of 300 K, with a rough constant coefficient of 2.6 × 10⁻⁶ per K, raises the six-wave separation by about 2 meV if the form factors are held fixed. The factor 1/a³ in V_S outweighs this: if v(G) is held fixed instead, the six-wave separation falls by about 8 meV (about 10 meV in the converged basis). This still ignores that expansion shortens G, so that v is sampled at smaller |G|; a quadratic interpolation through the three form factors moves these figures by 1 to 3 meV.

Spin-orbit coupling was estimated by adding a term proportional to −i(q×q′)·σ cos[(q−q′)·τ], where σ are the Pauli matrices, scaled to split the valence top at Γ by a rough 0.04 eV. The X levels, fourfold when spin is counted, stay unsplit to numerical accuracy, and their separation moves by 0.14 meV with plane waves up to |q|² = 20. The shift grows to about 0.3 meV at |q|² = 40 and about 0.5 meV at |q|² = 50, because this simple term has no radial cutoff, so only its smallness is meaningful. For these parameters the error from the missing plane waves, 0.82 eV in the separation, is much larger than the lattice and spin-orbit effects estimated in this section. The main values are in the numerical output below.

Values computed for the example and the checks

```
Gaussian crystal: V3 = -0.19906, V8 = 0.02886 Ry
Gaussian crystal: T = 0.375 Ry, largest level error = 2.2e-16 Ry
Gaussian crystal levels (Ry): [0.23049 0.23049 0.72114 0.72114 0.92337 0.92337]
Lattice constant a = 0.543 nm
V3 = -2.90 eV, V8 = 0.50 eV, V11 = 1.10 eV
T = 5.1013 eV, 2T = 10.2027 eV
2T + V8 = 10.7027 eV
Coupling sqrt(2) V3 = -4.1012 eV
Mean of X1 levels = 7.9020 eV, half separation = 4.9663 eV
Lower X1 = 2.9357 eV
X4 = 9.7027 eV
Upper X1 = 12.8682 eV
Upper X1 - X4 = 3.1656 eV
X4 - lower X1 = 6.7669 eV
Ordering quantity V3^2 + V8(T-V8) = 10.7107 eV^2
Weight of T waves: lower X1 0.7820, upper X1 0.2180
Slope size per 2pi/a: lower X1 7.9782 eV, upper X1 2.2245 eV
Basis size; lower X1, X4, upper X1, upper X1 - X4 (eV):
     6; 2.9357, 9.7027, 12.8682, 3.1656
    14; 2.9317, 7.8865, 12.3469, 4.4603
    22; 2.4594, 7.7715, 11.8803, 4.1088
    40; 2.2178, 7.6249, 11.5274, 3.9025
   254; 2.0545, 7.4348, 11.4195, 3.9848
Change on enlarging the largest basis = 1.5e-04 eV
Six-wave minus converged separation = -0.8192 eV
Converged separation without V11 = 2.6961 eV
Conduction minimum on Delta at 0.850 of Gamma-X (grid step 0.025)
Minimum below upper X1 by 0.1331 eV
Indirect gap, converged basis = 0.8875 eV
Spin-orbit splitting set at Gamma = 0.0401 eV
Spin-orbit splitting of X levels = 2.1e-13 eV
Spin-orbit shift of X separation = 0.1392 meV
Mean square displacement per axis = 6.0e-05 nm^2 (300 K)
Smearing factors: V3 0.9880, V8 0.9684
Debye-Waller shift of X separation = -68.70 meV
Expansion coefficient = 2.6e-06 per K, temperature rise = 300 K
Expansion shift, fixed form factors = 1.73 meV
```
